# Hopf–Lax solution for etched profiles and the onset of facet corners

## What fails without it

A simple way to simulate etching is to move each surface element along its own trajectory. In the trench treated below the trajectories leave a gap at the bottom, which a flat facet fills; elsewhere the method works for about 459 s. Trajectories then cross, the computed profile folds over itself, and several heights are offered at one place. The trajectories do not say which height survives. The Hopf–Lax formula selects it by a minimum, and the same minimum gives the time and place at which a corner forms.

## Etch law and convexity

The crystal fills $z<h(x,t)$ and is etched from above. Let $p=h_x=\tan\theta$ be the slope, and let the normal etch rate $R(\theta)$ depend on orientation alone. Removing a layer of thickness $R\,dt$ along the normal lowers the surface vertically by $R\,dt/\cos\theta$, so

$$h_t+V(h_x)=0,\qquad V(p)=\frac{R(\theta)}{\cos\theta}. \tag{1}$$

With $d\theta/dp=\cos^2\theta$,

$$V'=\cos^2\theta\left(\frac{R'}{\cos\theta}+\frac{R\sin\theta}{\cos^2\theta}\right)=R'\cos\theta+R\sin\theta,$$

$$V''=\cos^2\theta\,(R''\cos\theta-R'\sin\theta+R'\sin\theta+R\cos\theta)=\cos^3\theta\,(R+R''). \tag{2}$$

Where $R$ is smooth, convexity of $V$ therefore means $R+R''\ge0$; at a kink, $R'$ must jump upward as $\theta$ grows. I assume that $V$ is strictly convex, possibly with isolated kinks, and that $V'$ runs from $-c$ to $c$ as $p$ runs from $-\infty$ to $\infty$. The initial profile $h_0$ is smooth with bounded slope. At a kink, $\partial V(p)$ denotes all values between the two one-sided derivatives; elsewhere it is the single value $V'(p)$.

Differentiating (1) in $x$ gives $p_t+V'(p)p_x=0$. A slope is thus carried unchanged along a straight line of speed $V'(p)$.

## The dual rate

Define

$$L(q)=\sup_p\,[pq-V(p)]. \tag{3}$$

It follows at once that $pq-V(p)\le L(q)$ for every $p$ and $q$. Equality holds when $q\in\partial V(p)$: convexity gives $V(r)\ge V(p)+q(r-p)$ for all $r$, hence $rq-V(r)\le pq-V(p)$, and the supremum is reached at $r=p$.

Strict convexity makes this $p$ unique for each $|q|<c$; call it $p(q)$. It is continuous and nondecreasing. For $q'>q$, using $p(q)$ as a trial slope in $L(q')$, and $p(q')$ in $L(q)$, gives

$$p(q)\le\frac{L(q')-L(q)}{q'-q}\le p(q').$$

Letting $q'\to q$ yields $L'(q)=p(q)$. Hence $L'\to\pm\infty$ as $q\to\pm c$. For $|q|>c$, $L=+\infty$.

## Derivation of the formula

**Upper bound.** Follow the surface above a path $X(s)=y+qs$ that ends at $x$ at time $t$, so $q=(x-y)/t$. Then

$$\frac{d}{ds}h(X(s),s)=h_t+qh_x=qp-V(p)\le L(q).$$

Isolated corners do no harm, because $h$ is continuous; a path that runs along a corner can be replaced by a neighbouring one. Integration gives, for every $y$,

$$h(x,t)\le h_0(y)+tL\!\left(\frac{x-y}{t}\right). \tag{4}$$

**Selection.** Equation (1) alone does not fix the surface once corners exist. The physical condition is that every surface element off a corner descends from an element of the initial surface: it is reached by a straight path of constant slope $p$ and speed $q\in\partial V(p)$. On that path the inequality is an equality throughout, so (4) is attained for one $y$. Therefore

$$h(x,t)=\min_y\left\{h_0(y)+tL\!\left(\frac{x-y}{t}\right)\right\}, \tag{5}$$

and no other piecewise smooth surface meets the condition. Points on corners follow by continuity.

**The formula meets the condition.** The $y$-derivative of the cost in (5) is $h_0'(y)-L'(q)$. It tends to $-\infty$ at the left end $y=x-ct$ and to $+\infty$ at the right end, so the minimum lies inside, where

$$h_0'(y)=L'(q)=p,\qquad q\in\partial V(p). \tag{6}$$

Take an earlier time $s<t$ on the line from this $y$, and any rival start $z$. Since $x-z=(X(s)-z)+(t-s)q$, convexity of $L$ gives

$$tL\!\left(\frac{x-z}{t}\right)\le sL\!\left(\frac{X(s)-z}{s}\right)+(t-s)L(q).$$

The start $y$ is minimal at time $t$, so

$$h_0(y)+tL(q)\le h_0(z)+sL\!\left(\frac{X(s)-z}{s}\right)+(t-s)L(q).$$

Subtracting $(t-s)L(q)$ shows that $y$ was already a minimiser at time $s$. A tie requires $L$ to be straight between the two speeds, so the rival has the same slope $L'$. The line therefore meets no corner before $t$.

**Slopes and corners.** Let $x$ change by $\varepsilon$. Keeping an old minimiser as a trial gives $h(x+\varepsilon,t)\le h(x,t)+\varepsilon L'(q)+o(\varepsilon)$. Using the new minimiser as a trial at the old $x$ gives the reverse bound, and new minimisers approach old ones as $\varepsilon\to0$. Hence the right slope is the smallest $h_0'(y)$ among the minimisers, and the left slope is the largest. A corner exists where two minimisers have different slopes, and the slope jumps down: the corner is a ridge of the solid. Where the slope is unique, the same variation in time gives $h_t=L(q)-qL'(q)=L(q)-qp=-V(p)$, which is (1).

Continuity of $h$ along a corner $x=\sigma(t)$ requires $-V(p_-)+\dot\sigma p_-=-V(p_+)+\dot\sigma p_+$, or

$$\dot\sigma=\frac{V(p_-)-V(p_+)}{p_--p_+}. \tag{7}$$

## A trench beside a slow facet

Take

$$V(p)=W+C|p|,\quad W=\sqrt{A^2+B^2p^2},\qquad h_0=-d\,e^{-y^2/2w^2}. \tag{8}$$

Here $A$ is the rate of the flat facet, $B$ sets the rate of inclined faces, and $C$ is the strength of the kink. Away from $p=0$,

$$V'=\frac{B^2p}{W}+C\,\mathrm{sgn}\,p,\qquad V''=\frac{B^2}{W}-\frac{B^4p^2}{W^3}=\frac{A^2B^2}{W^3}.$$

For $q>C$, set $s=(q-C)/B$. The maximum in (3) has $s=Bp/W$, so $W=A/\sqrt{1-s^2}$ and $Bp=As/\sqrt{1-s^2}$. Its value is $sBp-W=-A\sqrt{1-s^2}$. For $|q|\le C$ the best slope is $p=0$. By symmetry,

$$L(q)=-A\sqrt{1-s^2},\quad s=\frac{\max(|q|-C,0)}{B},\quad |q|\le c=B+C. \tag{9}$$

**The bottom facet.** For $|x|\le Ct$, the choice $y=0$ makes both terms of (5) as small as they can be, so $h=-d-At$. The trench bottom is a flat facet of width $2Ct$. More generally, a kink at slope $p_f$ sends out a fan of speeds that all carry $p_f$. In a valley the facet width is $t[V'(p_f+)-V'(p_f-)]$ until a corner reaches it.

**When the shoulder breaks.** In the trench $h_0'$ has the sign of $y$. Let $y_1<y_2$ be minimisers at one $x$ with different slopes. Then $q_1>q_2$, hence $p_1>p_2$, which is impossible unless both starts lie strictly on the same side of the centre. Take the right side, where $V$ is smooth, and define

$$\frac1{t^*}=\max_{y>0}\left[-V''(h_0')\,h_0''\right],\qquad x^*=y^*+t^*V'(h_0'(y^*)), \tag{10}$$

with $y^*$ the place of the maximum. Since both lines end at $x$,

$$y_2-y_1=t(q_1-q_2)=-t\int_{y_1}^{y_2}V''(h_0')h_0''\,dy<\frac{t}{t^*}(y_2-y_1).$$

The inequality is strict because the integrand is not constant. So there is no corner up to $t^*$.

After $t^*$ there must be one. A minimiser needs a nonnegative second derivative, $h_0''+L''/t\ge0$. As $L'$ inverts $V'$, $L''=1/V''$, and the condition reads $1+tV''h_0''\ge0$. It fails near $y^*$. Minimisers cannot decrease as $x$ grows, since their lines would cross at an earlier time, which was excluded above. They also stay within $ct$ of $x$, so they must pass $y^*$, and they do so by a jump. The two starts at the jump lie on the same side. Equal slopes would give them equal speeds and so the same start; their slopes therefore differ.

**Growth after onset.** Let $G(y)=V'(h_0'(y))$ and $\eta=y-y^*$. At $y^*$, $G'=-1/t^*$, $G''=0$, and I take $G'''>0$. The landing point of the line from $y$ is

$$X(y)=y+tG(y)\simeq X(y^*)+\left(1-\frac t{t^*}\right)\eta+\frac{tG'''}{6}\eta^3.$$

To leading order the cost derivative is $L''[G(y)-(x-y)/t]=(X(y)-x)/(tV'')$. Equal costs at the two starts require its integral between them to vanish. The cubic is odd in $\eta$, so the starts are $\pm\eta$ with

$$\eta^2=\frac{6(t/t^*-1)}{tG'''(y^*)},\qquad p_--p_+\simeq2\eta\,|h_0''(y^*)|. \tag{11}$$

The corner opens as the square root of the time since onset.

**Shallow trench.** For small slopes $V''\simeq B^2/A$. With $\xi=y/w$, $h_0''=(d/w^2)(1-\xi^2)e^{-\xi^2/2}$, whose derivative is proportional to $\xi(\xi^2-3)$. The minimum, at $\xi=\sqrt3$, is $-2e^{-3/2}d/w^2$, and

$$t^*\simeq\frac{Aw^2e^{3/2}}{2B^2d}. \tag{12}$$

Because $V''\le B^2/A$ at every slope, (12) is a lower bound on $t^*$ in this model.

**Late times.** The left start at the corner eventually approaches the trench centre, and the right side becomes the plateau at $-At$. Equal heights give $-d-At\sqrt{1-s^2}=-At$, so $s^2\simeq2d/(At)$ and

$$x\simeq Ct+B\sqrt{\frac{2dt}{A}},\qquad p_-\simeq\frac1B\sqrt{\frac{2Ad}{t}}. \tag{13}$$

The trench keeps its depth $d$ while its sidewall flattens. This limit needs both $p_-\ll d/w$ and $p_-\ll A/B$.

**A crest behaves differently.** Invert the profile, so that the top has $h_0''=-k$. At early times only elements close to the top matter, with $|y|\ll w$ and small slopes. An element at $y=-|y|$ then has slope $k|y|$ and reaches the centre when $|y|=t(C+kB^2|y|/A)$. With its mirror image it makes a corner of slope jump

$$2k|y|=\frac{2kCt}{1-tkB^2/A}. \tag{14}$$

The kink thus produces a facet in a valley but an immediate corner on a crest.

## Numbers for a silver crystal

Take $A=5$, $B=6$ and $C=1$ nm/s, with $d=800$ nm and $w=1000$ nm, on a (100) silver surface. The steepest initial slope is 0.485, or 25.9°. No steeper slope arises later, so (8) need hold only up to this value. It is not meant for steep faces: at 90° it gives $B+C=7$ nm/s, whereas cubic symmetry would require 5 nm/s again for a trench along ⟨001⟩. Full output is printed after this text.

The maximum in (10) lies at $y^*=1864.7$ nm, where $V''=6.249$ nm/s and $h_0''=-3.483\times10^{-4}$ nm$^{-1}$. Hence

$$t^*=\frac1{6.249\times3.483\times10^{-4}}\ \mathrm s\simeq459\ \mathrm s\ (7.7\ \mathrm{min}),$$

$$x^*=1864.7+459.4\times2.801\simeq3151\ \mathrm{nm}.$$

The plateau has then lost $5\times459.4\simeq2297$ nm, and the bottom facet is 919 nm wide. Formula (12) gives 389 s, 15% below the full result, mainly because $V''$ at the onset slope of 0.262 is smaller than $B^2/A=7.2$ nm/s.

Onset was also found from the minimum in (5), with (10) supplying the two trial times, the point that divides the two starts and the centre of the interval searched for the corner. The squared jump of the minimiser, found at $1.002\,t^*$ and $1.004\,t^*$, extrapolates to zero at 459.39 s, the same as (10) to the printed digits. At $1.002\,t^*$ the slope jump is 0.0441 from the minimisers and 0.0442 from (11).

The corner then develops as follows.

| $t/t^*$ | $x$ (nm) | left slope | right slope | turn |
|---|---|---|---|---|
| 1.1 | 3280 | 0.408 | 0.123 | 15.2° |
| 1.5 | 3789 | 0.485 | 0.031 | 24.1° |
| 2.0 | 4398 | 0.464 | 0.008 | 24.5° |

At $1.5\,t^*$ the left start is 1020 nm, close to the steepest point at $y=w$. By $2t^*$ the left slope has begun to fall, while the right side is nearly plateau. The late limit is still distant: 0.464 is not small beside $d/w=0.8$. The tracked corner speed at $1.5\,t^*$ is 2.721 nm/s, as (7) gives.

The role of the kink was tested by setting $C=0$ with all else fixed. At time $459$ s and $x=230$ nm the bottom is then lifted by 5.8 nm above its centre instead of being flat. On the inverted profile after 1 s, finite differences of (5) give a slope difference of $1.612\times10^{-3}$ across the crest, and (14) gives a jump of $1.609\times10^{-3}$. With $C=0$ the measured slope difference is $2.4\times10^{-6}$. That is the ordinary curvature $8\times10^{-4}$ nm$^{-1}$ times the 0.003 nm between the points where the two slopes were taken. The same offset is contained in the $1.612\times10^{-3}$; removing it leaves $1.609\times10^{-3}$, the value of (14).

## Implementation

1. Check that $R+R''\ge0$ away from kinks and that $R'$ jumps upward at each kink. If either fails, (3) sees only the convex hull of $V$, and (5) silently solves for a different etch rate.
2. For each $x$, sample the cost on $|x-y|<ct$, take the lowest sample and refine it between its neighbours. A local descent from one start may end in the wrong minimum after $t^*$.
3. To locate the corner, minimise separately on the two sides of $y^*$ and find the $x$ at which the minima are equal. Their starts give the two slopes.

A grid solution of (1) provides an independent check. With backward slope $b$ and forward slope $f$, the upwind rate for this $V$, whose minimum is at $p=0$, is

$$\max\{V(\max(b,0)),\,V(\min(f,0))\}.$$

At $1.5\,t^*$, for $0\le x\le4000$ nm sampled every 40 nm, its largest height difference from (5) is 0.89 nm on a 4 nm grid and 0.45 nm on a 2 nm grid. The halving is what a first-order scheme should show.

## Real etching and the limits of the model

The rates of a few nm/s are assumed; those of a real silver etch depend on its composition and must be measured. The ratios $B/A$ and $C/A$ are round model choices, not measured anisotropies. The onset time does not depend on $C$, which only shifts $x^*$, but it is sensitive to $B$: in the shallow limit (12), a 10% increase in $B$ shortens $t^*$ by about 17%; for the trench computed above, (10) gives 15%. Polycrystalline films break the assumption of a single $R(\theta)$, so this result applies within one grain. Etch pits and surface films are also left out.

Capillarity rounds the corner. With a rough surface energy of 1 J/m² at 298 K, the capillary length is $\ell=4.2$ nm. Multiplying the rate by $1-\ell h_{xx}/(1+p^2)^{3/2}$, an assumed linear response, changes the height computed on the 4 nm grid by at most 6.5 nm at $1.5\,t^*$, or 0.8% of $d$. This value still depends on the grid: the converged change relative to (5) is about 5.9 nm, at the corner. The corner width, defined as slope jump divided by largest curvature, comes out as 84 nm on this grid. That is an overestimate, because the first-order scheme adds smearing of its own: without capillarity it already gives 12 nm. The grid-converged width is about 66 nm, some 18 nm less. The sharp corner is therefore a description on scales well above 100 nm.

For a rough diffusivity of $10^9$ nm²/s, the dissolved-silver difference over the trench depth is 0.39 mmol/L. Over a 100 µm boundary layer it is 48 mmol/L. The second is larger but nearly common to the whole trench. If it multiplies all rates by one factor $\lambda(t)$, time in (5) is replaced by $\int\lambda\,dt$: onset shifts in time, but its place and the removed depth do not. Temperature acts likewise if $A$, $B$ and $C$ share one activation energy. For a rough 0.4 eV the rates change by 5.2% per kelvin, which moves $t^*$ by about 24 s.

The sharp kink matters too. Suppose $C|p|$ is replaced by $Cp^2/(2\delta)+C\delta/2$ for $|p|<\delta$, which adds $C/\delta$ to $V''$ there. On the outer shoulder $-h_0''=p\,(y^2-w^2)/(yw^2)$, so just inside $p=\delta$ this term alone contributes $C(y^2-w^2)/(yw^2)$ to the product in (10). For $\delta=0.03$, $y\simeq2955$ nm and the contribution is $2.6\times10^{-3}$ s$^{-1}$, above the $2.2\times10^{-3}$ s$^{-1}$ that sets $t^*$. A weak corner then appears on the outer shoulder before 459 s. A more gradual rounding has a smaller $V''$ near $p=\delta$ and need not do this. Code with a smoothed kink should therefore search the whole shoulder for the maximum in (10).

## Computed values

```
Rates A, B, C: 5.0, 6.0, 1.0 nm/s
Trench depth d, width parameter w: 800, 1000 nm
Steepest initial slope: 0.4852 = 25.88 deg
Starting point y* of the corner: 1864.7 nm
Slope h0'(y*): 0.2622
Curvature h0''(y*): -3.4834e-04 1/nm
V'(p) at y*: 2.8010 nm/s
V''(p) at y*: 6.2492 nm/s
Onset time t*: 459.39 s = 7.66 min
Onset time from minimiser jumps: 459.39 s
Shallow-trench estimate of t*: 389.04 s
Corner position x* at onset: 3151.4 nm
Corner height at onset: -2331.6 nm
Flat-surface depth removed at onset: 2296.9 nm
Bottom facet width at onset: 918.8 nm
Lift at x = C t*/2 if C = 0: 5.79 nm
Largest dy/dx of minimiser at 0.9 t*: 9.975
Slope jump at 1.002 t*, minimisers: 0.04413
Slope jump at 1.002 t*, square-root law: 0.04417
t = 1.1 t*: corner x 3280.1 nm, slopes 0.4081, 0.1230, turn 15.19 deg
t = 1.5 t*: corner x 3788.5 nm, slopes 0.4850, 0.0306, turn 24.12 deg
t = 2.0 t*: corner x 4397.6 nm, slopes 0.4641, 0.0077, turn 24.45 deg
Minimisers at 1.5 t*: 1019.6, 2947.6 nm
Corner speed at 1.5 t*, tracked: 2.7207 nm/s
Corner speed at 1.5 t*, [V]/[p]: 2.7207 nm/s
Crest slope jump after 1 s, Hopf-Lax: 1.6117e-03
Crest slope jump after 1 s, formula: 1.6093e-03
Crest slope difference after 1 s if C = 0: 2.4e-06
Largest error, 4 nm grid, at 1.5 t*: 0.891 nm
Largest error, 2 nm grid, at 1.5 t*: 0.446 nm
Rough inputs: T 298 K, surface energy 1.0 J/m2
Rough inputs: lattice constant 0.41 nm, diffusivity 1.0e+09 nm2/s
Rough inputs: boundary layer 1.0e+05 nm, activation energy 0.4 eV
Capillary length: 4.19 nm
Largest capillary height change at 1.5 t*: 6.47 nm
Corner rounding with capillarity: 84.4 nm
Corner rounding from 4 nm grid alone: 12.4 nm
Dissolved Ag difference over trench depth: 0.385 mmol/L
Dissolved Ag drop over boundary layer: 48.2 mmol/L
Rate change per kelvin: 5.23 percent
```
